# Adiabatic Barrier of a Small Polaron, Including the Lowered Minimum

## Problem

An extra electron in an oxide can distort the lattice around one metal ion and become trapped in its own distortion. The electron and its distortion form a small polaron. In the classical picture, it moves when thermal motion brings two neighbouring sites to equal energy.

Take two equivalent sites and one dimensionless lattice coordinate $x$. With the electron held on site 1 or site 2, the energies are

$$E_1=\lambda x^2,\qquad E_2=\lambda(1-x)^2 .$$

These are the diabatic energies. The lattice is relaxed around site 1 at $x=0$ and around site 2 at $x=1$. The reorganization energy $\lambda=1.6$ eV is the cost of giving the lattice the other site's relaxed shape while the electron stays put. An electronic coupling $V=0.1$ eV, independent of $x$, mixes the two states.

1. Find the barrier on the lower adiabatic surface, measured from its true minimum.
2. State when the result holds, and what the lowering of the minimum does to the hopping rate at 300 K and 900 K.
3. Estimate how much the classical, adiabatic picture leaves out, for a phonon energy $\hbar\omega=0.06$ eV.

## Hints

**Hint 1.** The coupling acts at every $x$, not just where the parabolas cross. Diagonalize the two-state matrix for general $x$.

**Hint 2.** The slope of the lower surface factorizes. One factor gives the top, the other the minima.

**Hint 3.** At the minima the splitting between the surfaces has a simple value. Use it before solving for $x$.

**Hint 4.** For part 3, ask two separate questions. Does the electron follow the lower surface during a passage? Does the lattice have to go over the barrier, or can it tunnel?

## Solution

### The lower surface

In the basis of the two site states the Hamiltonian is

$$H=\begin{pmatrix}E_1&-V\\-V&E_2\end{pmatrix}.$$

The sign of the off-diagonal element does not matter, because the eigenvalues contain $V^2$. They follow from $(E_1-E)(E_2-E)=V^2$, and the lower one is

$$E_-=\frac{E_1+E_2}{2}-\frac S2,\qquad S=\sqrt{(E_2-E_1)^2+4V^2}.$$

Here $S$ is the gap between the two surfaces. Since $(1-x)^2-x^2=1-2x$,

$$E_-(x)=\frac\lambda2\left[x^2+(1-x)^2\right]-\frac S2,\qquad S=\sqrt{\lambda^2(1-2x)^2+4V^2}.$$

### Stationary points

The first term has slope $\lambda(2x-1)$. Differentiating $S^2$ gives $2SS'=-4\lambda^2(1-2x)$, so $S'=2\lambda^2(2x-1)/S$. Therefore

$$E_-'=\lambda(2x-1)-\frac{\lambda^2(2x-1)}{S}=\lambda(2x-1)\left(1-\frac\lambda S\right).$$

The slope vanishes at $x=\tfrac12$ and wherever $S=\lambda$. The second condition reads $\lambda^2(1-2x)^2=\lambda^2-4V^2$, which gives

$$x_\mp=\frac12\left[1\mp\sqrt{1-\frac{4V^2}{\lambda^2}}\right].$$

These are two distinct real points if $2V<\lambda$. To identify them, differentiate once more:

$$E_-''=2\lambda\left(1-\frac\lambda S\right)+\frac{2\lambda^4(2x-1)^2}{S^3}.$$

At $x_\mp$ the first term is zero and $S^3=\lambda^3$, so the curvature is $2\lambda(1-4V^2/\lambda^2)$, which is positive. At $x=\tfrac12$ the second term is zero and $S=2V$, so the curvature is $2\lambda(1-\lambda/2V)$, which is negative. For the given numbers the curvatures are 3.15 eV and $-22.4$ eV. The top is much sharper than the wells.

### Energies and barrier

At the top, $x^2+(1-x)^2=\tfrac12$ and $S=2V$:

$$E_-(\tfrac12)=\frac\lambda4-V=0.400-0.100=0.300\ \text{eV}.$$

At the minima, use $x^2+(1-x)^2=\tfrac12[1+(1-2x)^2]=1-2V^2/\lambda^2$ and $S=\lambda$:

$$E_-(x_\mp)=\frac\lambda2-\frac{V^2}{\lambda}-\frac\lambda2=-\frac{V^2}{\lambda}=-\frac{0.01}{1.6}=-0.00625\ \text{eV}.$$

The barrier is the difference:

$$E_b=\frac\lambda4-V+\frac{V^2}{\lambda}=\frac{(\lambda-2V)^2}{4\lambda}=0.30625\ \text{eV}.$$

This is 0.306 eV, or 29.5 kJ/mol. The coupling lowers the top by 0.100 eV and the minimum by 0.006 eV. Lowering the minimum deepens the starting point, so it raises the barrier. Leaving it out gives 0.300 eV, which is 2% below the full result.

### What the lowering means

Let $P_1$ and $P_2=1-P_1$ be the probabilities of finding the electron on the two sites in the lower state $c$. For a normalized eigenvector the change of $c$ does not contribute to the slope of the energy, because it enters as $E_-\,\mathrm d\langle c|c\rangle/\mathrm dx=0$. Only the explicit change of $H$ remains:

$$E_-'=P_1\,2\lambda x-P_2\,2\lambda(1-x)=2\lambda(x-P_2).$$

At a stationary point, then, $x=P_2$: the lattice coordinate equals the charge on site 2. At the left minimum both are 0.0039. About 0.4% of the charge sits on the far site, and the lattice has moved by the same fraction towards that site's relaxed shape. The lowering is the energy gained by this slight spreading.

Its size can be understood from perturbation theory. At $x=0$ the other state lies higher by $\lambda$, so second-order mixing lowers the energy by $V^2/\lambda$.

### Conditions and limits

For $V\to0$ the barrier tends to $\lambda/4=0.400$ eV, the energy at which the parabolas cross. In this limit the electron no longer follows the lower surface, so the barrier alone does not fix the rate.

As $2V\to\lambda$ the minima move together and the barrier vanishes as $(\lambda-2V)^2$. For $2V\ge\lambda$ we have $S\ge2V\ge\lambda$ everywhere. The factor $1-\lambda/S$ is then never negative, and $x=\tfrac12$ is the single minimum. The electron is shared equally and there is no barrier. The formula would give a positive number again for $2V>\lambda$, but that number has no meaning as a barrier. Here $2V/\lambda=0.125$, well inside the valid range.

For the barrier, using a single coordinate is not a restriction if the modes are harmonic with unchanged force constants and $V$ is constant. Scale each mode so that $E_1=\tfrac12|\mathbf q|^2$ and $E_2=\tfrac12|\mathbf q-\mathbf d|^2$, with $\lambda=\tfrac12|\mathbf d|^2$. Write $\mathbf q=x\mathbf d+\mathbf q_\perp$, where $\mathbf q_\perp$ is perpendicular to $\mathbf d$. Then

$$E_1=\lambda x^2+\tfrac12|\mathbf q_\perp|^2,\qquad E_2=\lambda(1-x)^2+\tfrac12|\mathbf q_\perp|^2.$$

The perpendicular term is common to both states and is smallest at $\mathbf q_\perp=0$. For a given $V$, the barrier therefore depends only on the total $\lambda$.

### Hopping rate

Let one mode of frequency $\omega$ carry the motion. Its effective mass $m$ follows from the diabatic curvature, $m\omega^2=2\lambda$. In the adiabatic well the frequency is $\omega_0=\omega\sqrt{1-4V^2/\lambda^2}$, so $\hbar\omega_0=0.0595$ eV.

Assume classical motion in thermal equilibrium, and count every crossing of $x=\tfrac12$ from left to right as a hop. The rate is the mean forward velocity, $\sqrt{kT/2\pi m}$, times the probability density at the top. In a harmonic well that density is $e^{-E_b/kT}/\sqrt{2\pi kT/m\omega_0^2}$. The product is

$$k_{\rm hop}=\frac{\omega_0}{2\pi}\,e^{-E_b/kT}.$$

With $kT=0.0259$ eV at 300 K and 0.0776 eV at 900 K, the rates are $1.0\times10^{8}$ and $2.8\times10^{11}$ per second. The parameters $\lambda$, $V$ and $\omega$ are held fixed between the two temperatures.

The lowering multiplies the rate by $e^{-V^2/\lambda kT}$, which is 0.79 at 300 K and 0.92 at 900 K. At the same prefactor, leaving it out makes the rate 27% too high at 300 K and 8% too high at 900 K.

The well is not quite harmonic. Replacing the harmonic density by a numerical integral of $e^{-E_-/kT}$ over the left half of the true surface changes the rate by 0.1% at 300 K and 0.4% at 900 K. This can be neglected here.

### Does the electron follow the lower surface?

During a passage the diabatic energy difference changes at the rate $2\lambda|\dot x|$. For a crossing at constant speed, the Landau–Zener formula, quoted here without derivation, gives the probability of staying on the lower surface:

$$P=1-\exp\left(-\frac{2\pi V^2}{\hbar\,2\lambda|\dot x|}\right)=1-\exp\left(-\frac{\pi V^2}{\hbar\lambda|\dot x|}\right).$$

Let $s$ be the kinetic energy at the crossing in units of $kT$. From $\tfrac12m\dot x^2=s\,kT$ and $m=2\lambda/\omega^2$, the speed is $|\dot x|=\omega\sqrt{kTs/\lambda}$. Fast systems cross more often, so each speed is weighted by $|\dot x|e^{-m\dot x^2/2kT}\,\mathrm d|\dot x|$, which is proportional to $e^{-s}\,\mathrm ds$. The average is

$$\bar P=\int_0^\infty e^{-s}\left[1-\exp\left(-\frac{\pi V^2}{\hbar\omega\sqrt{\lambda kTs}}\right)\right]\mathrm ds .$$

Numerical integration gives 0.93 at 300 K and 0.82 at 900 K. The hotter lattice crosses faster and leaves the electron less time to transfer. Expressed as a barrier change $-kT\ln\bar P$, the effect is $+0.002$ eV and $+0.016$ eV. This is a single-passage estimate, and it lets the lattice move on a prescribed path without paying for the electronic transition. That is a real limit here. The kinetic energy at the top is of order $kT$, below the gap $2V=0.20$ eV, and only a fraction $e^{-2V/kT}$ of the crossings, 0.0004 at 300 K and 0.08 at 900 K, has enough energy to reach the upper surface. For the rest, $1-\bar P$ cannot be read as a jump to the upper surface; the failure of the electron to follow shows up as reflection of the lattice motion. Systems that do reach the upper surface can return and cross again. So $\bar P$ indicates only the rough size of the electronic correction and is not a finished rate factor.

### Tunnelling and quantized vibration

Now keep the lower surface but treat the lattice quantum mechanically. The kinetic operator is $-(\hbar^2/2m)\,\mathrm d^2/\mathrm dx^2$, with $\hbar^2/2m=(\hbar\omega)^2/4\lambda$. Let $\mathcal T(E)$ be the probability of transmission at energy $E$, measured from the well bottom. The quantum flux rate is

$$k_{\rm q}=\frac{1}{2\pi\hbar Q}\int_0^\infty\mathcal T(E)\,e^{-E/kT}\,\mathrm dE,\qquad Q=\frac{1}{2\sinh(u/2)},\quad u=\frac{\hbar\omega_0}{kT},$$

where $Q$ is the partition function of the harmonic well. Dividing by the classical rate gives

$$\frac{k_{\rm q}}{k_{\rm hop}}=\frac{2\sinh(u/2)}{u}\int_0^\infty\mathcal T(E)\,e^{-(E-E_b)/kT}\,\frac{\mathrm dE}{kT}.$$

If $\mathcal T$ jumps from 0 to 1 at $E_b$, the integral equals 1, as it must classically. To compute $\mathcal T$, the surface between the two minima is cut into 1200 thin slices of constant potential, and the wave function and its slope are matched from slice to slice. Outside the minima the potential is continued flat.

The ratio is 5.0 at 300 K and 1.26 at 900 K. The factor in front of the integral is 1.24 and 1.02, so most of the increase comes from transmission. As barrier changes $-kT\ln(k_{\rm q}/k_{\rm hop})$, the results are $-0.042$ eV and $-0.018$ eV.

The 300 K value is a rough estimate. The flat continuation replaces real wells. The single-surface picture is also strained: the curvature at the top corresponds to a quantum $\hbar\omega\sqrt{\lambda/2V-1}=0.16$ eV, close to the gap $2V=0.20$ eV between the surfaces.

There is a further limit at both temperatures. The electronic state $c$ changes with $x$, and the lattice kinetic energy acts on this change too. That adds $(\hbar^2/2m)\,\langle c'|c'\rangle$ to the potential, where the prime means $\mathrm d/\mathrm dx$. At the top the term equals $(\hbar\omega)^2\lambda/16V^2=0.036$ eV, which is of the same order as the tunnelling corrections. It was left out of the ratios above. Because it is positive and largest at the top, it makes the barrier harder to pass, so the ratios 5.0 and 1.26 are too high even for motion on the lower surface alone. Adding it to the potential lowers them to 3.0 and 0.97, or $-0.028$ eV and $+0.003$ eV as barrier changes. At 900 K the correction changes sign.

At 300 K the quantum correction is several times the 0.006 eV lowering of the minimum. At 900 K it is larger than the lowering only for the bare lower surface, and smaller once the extra term is included. The value 0.306 eV is thus the potential barrier of the model, but it should not be read as a measured activation energy to that precision. The electronic and lattice corrections were estimated separately, and combining them does not give the rate of the two-state model. Multiplying $\bar P$ by the bare-surface ratios gives 4.6 and 1.03. Computing $\mathcal T(E)$ from the full two-state Hamiltonian, with the same flat continuation outside the minima, gives 2.4 at 300 K and 0.91 at 900 K, or $-0.023$ eV and $+0.007$ eV as barrier changes.

### Comparison with real oxides

The parameters lie in the rough regime of electron small polarons in transition-metal oxides: a reorganization energy of order 1 eV, a coupling of order 0.1 eV, phonon energies of some tens of meV and hops of about 0.3 nm. They are not a calculation for a particular oxide. In a real oxide, defects, dopants and fields make neighbouring sites unequal. As the first variation shows, a small energy difference shifts the barrier by about half its value. The coupling also differs between pairs of sites. Where it is much smaller than 0.1 eV, the barrier moves towards 0.40 eV. In a growing oxide layer this barrier concerns the electronic carriers; the diffusing ions have barriers of their own.

## Variation 1: a field across the oxide

*A field of 1 MV/cm favours the far site, 0.3 nm away. What is the forward barrier?*

Assume that the full field acts on one elementary charge. Since 1 MV/cm is $10^8$ V/m, the energy of site 2 changes by

$$\Delta=-(10^8\ \text{V/m})(0.3\times10^{-9}\ \text{m})\,e=-0.030\ \text{eV}.$$

Now $E_2=\lambda(1-x)^2+\Delta$. The slopes of $E_1$ and $E_2$ are unchanged, so $x=P_2$ still holds at every stationary point. When $\Delta$ changes, the energy of such a point changes at the rate $P_2$, because the shift in position does not contribute where the slope is zero. Hence

$$\frac{\mathrm dE_{\rm stat}}{\mathrm d\Delta}=P_2=x_{\rm stat}.$$

Differentiating $E_-$ with respect to $E_2$ gives $P_2=\tfrac12[1-(E_2-E_1)/S]$. Near the top put $x=\tfrac12+\delta$. Then $E_2-E_1=-2\lambda\delta+\Delta$ and, to first order, $S=2V$. The condition $x=P_2$ becomes

$$\delta=\frac{2\lambda\delta-\Delta}{4V}\quad\Longrightarrow\quad\delta=\frac{\Delta}{2(\lambda-2V)}.$$

With $\Delta<0$ the top moves towards the starting site. Integrating $\tfrac12+\delta$ over $\Delta$ gives the energy of the top. At the left minimum, $x_-$ is nearly constant for this small $\Delta$, so the energy there changes by $x_-\Delta$. The forward barrier is

$$E_b^{\rm fwd}\approx E_b+\Delta\left(\tfrac12-x_-\right)+\frac{\Delta^2}{4(\lambda-2V)}.$$

The two corrections are $-0.0149$ eV and $+0.0002$ eV, so $E_b^{\rm fwd}=0.2915$ eV. The barrier falls by about half the energy drop, because the charge is half transferred at the top. At fixed prefactor the forward rate rises by a factor of 1.8 at 300 K and 1.2 at 900 K. At the shifted top $E_2-E_1=-2V\Delta/(\lambda-2V)$, so setting $S=2V$ is justified when $|\Delta|$ is small compared with $\lambda-2V$. Here the ratio is 0.02. The expansion also assumes that $2V$ is well below $\lambda$, so that the two wells are not close to merging.

## Variation 2: an uncertain coupling

*The coupling is 0.11 eV instead of 0.10 eV, with $\lambda$ unchanged. How far does the barrier move?*

Direct substitution gives

$$E_b=0.4000-0.1100+\frac{0.0121}{1.6}=0.2976\ \text{eV},$$

a fall of 0.0087 eV. The derivative explains the size:

$$\frac{\partial E_b}{\partial V}=-1+\frac{2V}{\lambda}=-0.875 .$$

The top falls by the full change in $V$, and the deeper minimum takes back one eighth of it. At fixed prefactor the rate rises by a factor of 1.40 at 300 K and 1.12 at 900 K. An uncertainty of 0.01 eV in the coupling therefore moves the barrier by more than the whole lowering of the minimum. The lowering should still be kept: it costs one term, and it grows as $V^2$. As $2V\to\lambda$ the derivative tends to zero, and the barrier closes smoothly.
